# Half-Integer End Charge of a Half-Filled Chain with Alternating Site Energies: a program that tests the result

```python
# Result under test: a half-filled spinful chain with site energies +D,-D,+D,...
# and uniform hopping t has macroscopic end charge (e/2)*sign(D) at a truncated
# end, for every finite t and nonzero D, if it is a band insulator.
# Each site has core charge +e. Charges are in units of e, energies in eV.
# Macroscopic end charge: charge summed from the end, averaged over a bulk cell.
# Example regime: (111) faces of LiF, with rough typical input values.
import numpy as np
from scipy.constants import e, epsilon_0, k as k_boltzmann
from scipy.integrate import quad
from scipy.special import ellipk


def staggered(n, delta):
    return delta * (-1.0) ** np.arange(n)


def chain(site_energies, hoppings):
    return (np.diag(site_energies) + np.diag(hoppings, 1)
            + np.diag(hoppings, -1))


def solve(h):
    """Site charges with all levels below midgap doubly filled, and levels."""
    levels, vectors = np.linalg.eigh(h)
    filled = vectors[:, levels < 0]
    return 1 - 2 * np.sum(np.abs(filled) ** 2, axis=1), levels


def end_charge(charges):
    running = np.cumsum(charges)
    m = len(charges) // 2
    return 0.5 * (running[m - 1] + running[m])


def fourier_c(j, delta, t):
    def integrand(k):
        return np.cos(2 * k * j) / np.sqrt(delta**2 + 4 * t**2 * np.cos(k)**2)
    return delta / np.pi * quad(integrand, 0, np.pi, epsabs=1e-12,
                                limit=300)[0]


def bulk_charge(delta, t):
    s2 = delta**2 + 4 * t**2
    return 2 / np.pi * delta / np.sqrt(s2) * ellipk(4 * t**2 / s2)


# ---------- inputs ----------
D, t = 7.0, 4.0
a_nm = 0.403
eps_fast, eps_static = 1.9, 9.0
breakdown_MV_cm = 10.0
temperature = 300.0
print(f"inputs: D = {D:.1f} eV, t = {t:.1f} eV, gap 2D = {2*D:.1f} eV")
print(f"inputs: lattice constant {a_nm:.3f} nm, T = {temperature:.0f} K")
print(f"inputs: permittivity {eps_fast} (electrons), {eps_static} (static)")
print(f"input: rough breakdown field {breakdown_MV_cm:.0f} MV/cm")

# ---------- example chain: diagonalization against the integrals ----------
n = 400
q, levels = solve(chain(staggered(n, D), np.full(n - 1, t)))
assert np.min(np.abs(levels)) >= D - 1e-9          # no level inside the gap
assert np.sum(levels < 0) == n // 2                # half filling
c = np.array([fourier_c(j, D, t) for j in range(9)])
for j in range(1, 9):
    assert abs(q[j - 1] - (-1) ** (j - 1) * (c[0] - c[j])) < 1e-8
    assert (-1) ** j * c[j] > 0
q_bulk = bulk_charge(D, t)
assert abs(abs(q[n // 2]) - q_bulk) < 1e-9
Q = end_charge(q)
Q_right = np.sum(q) - Q
assert abs(Q - 0.5) < 1e-9 and abs(Q_right + 0.5) < 1e-9
width = np.sqrt(D**2 + 4 * t**2) - D
assert abs(np.ptp(levels[levels < 0]) - width) < 1e-2   # finite-chain levels
print(f"valence band width = {width:.2f} eV")
print(f"bulk site charge = +/-{q_bulk:.4f} e")
print("charges of sites 1-6 (e):", " ".join(f"{x:+.4f}" for x in q[:6]))
print("running sums 1-6 (e):", " ".join(f"{x:+.4f}" for x in np.cumsum(q)[:6]))
print(f"bulk term of end charge = {q_bulk/2:.4f} e")
print(f"end-layer term = {Q - q_bulk/2:.4f} e")
print(f"end charge: high-energy end {Q:+.6f} e, other end {Q_right:+.6f} e")
q_flip, _ = solve(chain(staggered(n, -D), np.full(n - 1, t)))
assert abs(end_charge(q_flip) + 0.5) < 1e-9

# ---------- covalency scan ----------
n_long = 1200
for ratio in (0.1, 1.0, 10.0, 30.0):
    qs, _ = solve(chain(staggered(n_long, D), np.full(n_long - 1, ratio * D)))
    qb = bulk_charge(D, ratio * D)
    kappa = np.arcsinh(1 / (2 * ratio))
    assert abs(end_charge(qs) - 0.5) < 1e-7
    assert abs(abs(qs[n_long // 2]) - qb) < 1e-7
    if ratio == 10.0:
        dev = np.abs(qs - staggered(n_long, qb))
        j = 100
        slope = -np.log(dev[j] / dev[j - 1] * np.sqrt((j + 1) / j))
        assert abs(slope / (2 * kappa) - 1) < 5e-3
    if ratio == 30.0:
        covalent_limit = np.log(8 * ratio) / (np.pi * ratio)
        assert abs(covalent_limit / qb - 1) < 2e-3
    print(f"t/D = {ratio:4.1f}: site charge {qb:.4f} e, end charge "
          f"{end_charge(qs):.6f} e, decay {1/(2*kappa):.2f} sites")
q_metal, _ = solve(chain(np.zeros(n), np.full(n - 1, t)))
assert abs(end_charge(q_metal)) < 1e-9
print(f"metal, D = 0: |end charge| = {abs(end_charge(q_metal)):.4f} e")

# ---------- odd chain: level counting ----------
q_odd, lev_odd = solve(chain(staggered(n + 1, D), np.full(n, t)))
net_odd = n + 1 - 2 * np.sum(lev_odd < 0)
assert net_odd == 1 and np.allclose(q_odd, q_odd[::-1], atol=1e-9)
print(f"odd chain of {n+1} sites, high-energy ends: net charge {net_odd:+d} e")

# ---------- bond alternation removes the half value ----------
for alt in (0.1, -0.1):
    qa, _ = solve(chain(staggered(n, D), t * (1 + staggered(n - 1, alt))))
    assert abs(end_charge(qa) - 0.5) > 0.01
    print(f"first bond {t*(1+alt):.1f} eV, next {t*(1-alt):.1f} eV: "
          f"end charge {end_charge(qa):.4f} e")

# ---------- modified end and F-F hopping ----------
t_ff, shift, factor = 0.3, 2.0, 1.2
h = chain(staggered(n, D), np.full(n - 1, t))
h[0, 0] += shift
h[0, 1] *= factor
h[1, 0] *= factor
second = np.where(np.arange(n - 2) % 2 == 1, t_ff, 0.0)
h += np.diag(second, 2) + np.diag(second, -2)
q_mod, _ = solve(h)
assert abs(end_charge(q_mod) - 0.5) < 1e-8
print(f"end level +{shift:.1f} eV, end bond x{factor:.1f}, F-F hopping "
      f"{t_ff:.1f} eV: {end_charge(q_mod):.6f} e")
V_c = -(D + np.sqrt(D**2 + 4 * t**2)) / 2
for V, expected in ((V_c + 0.5, 0.5), (V_c - 0.5, -1.5)):
    h = chain(staggered(n, D), np.full(n - 1, t))
    h[0, 0] += V
    q_v, _ = solve(h)
    assert abs(end_charge(q_v) - expected) < 1e-8
    print(f"end-site potential {V:.3f} eV: end charge {end_charge(q_v):+.4f} e")
h = chain(staggered(n, D), np.full(n - 1, t))
h[0, 0] += V_c
assert np.min(np.abs(np.linalg.eigvalsh(h))) < 1e-8
print(f"critical end-site potential = {V_c:.3f} eV")

# ---------- interacting five-site chain: band against Mott insulator ----------
L = 5


def spin_sector(count, U):
    states = [s for s in range(2**L) if bin(s).count("1") == count]
    occ = np.array([[(s >> i) & 1 for i in range(L)] for s in states], float)
    h1 = np.diag(occ @ (staggered(L, D) - U / 2))   # chemical potential U/2
    bonds = {3 << i for i in range(L - 1)}
    for i, s1 in enumerate(states):
        for k, s2 in enumerate(states):
            if s1 ^ s2 in bonds:
                h1[i, k] = t
    return h1, occ


def ground_net_charge(U):
    best = []
    for up in range(L + 1):
        for down in range(up + 1):
            hu, ou = spin_sector(up, U)
            hd, od = spin_sector(down, U)
            h2 = np.kron(hu, np.eye(len(hd))) + np.kron(np.eye(len(hu)), hd)
            h2 += np.diag(U * (ou @ od.T).ravel())
            best.append((np.linalg.eigvalsh(h2)[0], L - up - down))
    return min(best)[1]


for U, expected in ((7.0, 1), (60.0, 0)):
    net = ground_net_charge(U)
    assert net == expected
    print(f"five sites, U = {U:.0f} eV: net charge {net:+d} e, "
          f"per end {net/2:+.1f} e")

# ---------- LiF(111) slab: Li 2s and all three F 2p orbitals ----------
bilayers, mesh = 30, 6
V_sp = t / np.sqrt(3)            # gives chain hopping t at normal wavevector
core = np.tile([1.0, 5.0], bilayers)
layer_q = np.zeros(2 * bilayers)
for m1 in range(mesh):
    for m2 in range(mesh):
        phase = np.exp(2j * np.pi * np.array([m1, m2, 0]) / mesh)
        hs = np.diag(np.tile([D, -D, -D, -D], bilayers)).astype(complex)
        for b in range(bilayers):
            li = 4 * b
            hs[li, li + 1:li + 4] = V_sp * phase
            hs[li + 1:li + 4, li] = V_sp * phase.conj()
            if b > 0:
                hs[li, li - 3:li] = -V_sp * phase.conj()
                hs[li - 3:li, li] = -V_sp * phase
        orbital_n = (1 - solve(hs)[0]).reshape(bilayers, 4)
        electrons = np.column_stack([orbital_n[:, 0],
                                     orbital_n[:, 1:].sum(axis=1)]).ravel()
        layer_q += (core - electrons) / mesh**2
Q_slab = end_charge(layer_q)
assert abs(Q_slab - 0.5) < 1e-8
print(f"three-p slab, {mesh}x{mesh} wavevectors: bulk layer charge "
      f"+/-{abs(layer_q[bilayers]):.4f} e")
print(f"three-p slab: Li-face charge = {Q_slab:.6f} e per surface cell")

# ---------- engineering numbers and neglected effects ----------
area = np.sqrt(3) / 4 * a_nm**2
spacing = a_nm / (2 * np.sqrt(3))
sigma = Q * e / (area * 1e-18)                     # C/m2
decay = spacing / (2 * np.arcsinh(D / (2 * t)))
print(f"surface cell area = {area:.4f} nm2, Li-F plane spacing = "
      f"{spacing:.4f} nm")
print(f"decay length of end correction = {decay:.4f} nm")
print(f"surface charge density = {sigma*100:.1f} uC/cm2")
for name, eps in (("electrons only", eps_fast), ("static", eps_static)):
    field = sigma / (epsilon_0 * eps)              # V/m
    thickness = 2 * D / (field * 1e-9)             # nm
    print(f"uncompensated slab, {name}: field {field/1e8:.0f} MV/cm, "
          f"drop = gap at {thickness:.2f} nm")
    assert field / 1e8 > breakdown_MV_cm           # compensation is needed
residual = epsilon_0 * eps_static * breakdown_MV_cm * 1e8
print(f"mismatch allowed by breakdown = {residual*100:.1f} uC/cm2 "
      f"({100*residual/sigma:.1f} % of the surface charge)")
print(f"Zener distance at breakdown field = "
      f"{2*D/(breakdown_MV_cm*0.1):.1f} nm")
log_thermal = -D * e / (k_boltzmann * temperature) / np.log(10)
print(f"log10 of thermal factor exp(-gap/2kT) = {log_thermal:.0f}")
print("verified")
```

Running it gives:

```
inputs: D = 7.0 eV, t = 4.0 eV, gap 2D = 14.0 eV
inputs: lattice constant 0.403 nm, T = 300 K
inputs: permittivity 1.9 (electrons), 9.0 (static)
input: rough breakdown field 10 MV/cm
valence band width = 3.63 eV
bulk site charge = +/-0.8027 e
charges of sites 1-6 (e): +0.8858 -0.7899 +0.8049 -0.8023 +0.8028 -0.8027
running sums 1-6 (e): +0.8858 +0.0959 +0.9009 +0.0985 +0.9013 +0.0986
bulk term of end charge = 0.4014 e
end-layer term = 0.0986 e
end charge: high-energy end +0.500000 e, other end -0.500000 e
t/D =  0.1: site charge 0.9902 e, end charge 0.500000 e, decay 0.22 sites
t/D =  1.0: site charge 0.6426 e, end charge 0.500000 e, decay 1.04 sites
t/D = 10.0: site charge 0.1394 e, end charge 0.500000 e, decay 10.00 sites
t/D = 30.0: site charge 0.0581 e, end charge 0.500000 e, decay 30.00 sites
metal, D = 0: |end charge| = 0.0000 e
odd chain of 401 sites, high-energy ends: net charge +1 e
first bond 4.4 eV, next 3.6 eV: end charge 0.4766 e
first bond 3.6 eV, next 4.4 eV: end charge 0.5234 e
end level +2.0 eV, end bond x1.2, F-F hopping 0.3 eV: 0.500000 e
end-site potential -8.315 eV: end charge +0.5000 e
end-site potential -9.315 eV: end charge -1.5000 e
critical end-site potential = -8.815 eV
five sites, U = 7 eV: net charge +1 e, per end +0.5 e
five sites, U = 60 eV: net charge +0 e, per end +0.0 e
three-p slab, 6x6 wavevectors: bulk layer charge +/-0.7858 e
three-p slab: Li-face charge = 0.500000 e per surface cell
surface cell area = 0.0703 nm2, Li-F plane spacing = 0.1163 nm
decay length of end correction = 0.0736 nm
surface charge density = 113.9 uC/cm2
uncompensated slab, electrons only: field 677 MV/cm, drop = gap at 0.21 nm
uncompensated slab, static: field 143 MV/cm, drop = gap at 0.98 nm
mismatch allowed by breakdown = 8.0 uC/cm2 (7.0 % of the surface charge)
Zener distance at breakdown field = 14.0 nm
log10 of thermal factor exp(-gap/2kT) = -118
verified
```
